# Cauchy moments of hydrogen from repeated static Sternheimer solves

## Problem

A hydrogen atom with a fixed nucleus is in its nonrelativistic ground state,

$$\psi_0=\frac{e^{-r}}{\sqrt\pi},\qquad E_0=-\frac12,\qquad H_0=-\frac12\nabla^2-\frac1r ,$$

in Hartree atomic units. A weak uniform field $F\cos\omega t$ along $z$ acts on the electron, whose charge is $-1$, and adds $zF\cos\omega t$ to the Hamiltonian. The polarizability $\alpha(\omega)$ is defined by the induced dipole $\alpha(\omega)F\cos\omega t$. The field has been switched on slowly, and $|\omega|$ is below the first dipole-allowed excitation energy, $\omega_1=3/8$.

(a) Derive the frequency-dependent Sternheimer equations and express $\alpha(\omega)$ through their solutions.

(b) Replace them by a chain of static equations that yields the coefficients $S_k$ (the Cauchy moments) in $\alpha(\omega)=\sum_k S_k\omega^{2k}$.

(c) Solve the chain in closed form and find $\alpha(\omega)$ through order $\omega^2$.

(d) Show that the $\omega^2$ coefficient can be obtained from two static solves.

(e) Bound the error of the truncated series, and judge the two-term formula at $\omega=0.1$ and $\omega=0.3$ hartree.

## Solution

### (a) The equations at finite frequency

In density functional perturbation theory the Sternheimer equation generally contains the induced Hartree and exchange-correlation potential. For one electron and the exact functional these two contributions cancel at all times, so the electron feels only the nucleus and the applied field. An approximate functional need not have this property, and the results below would then change.

Write $\psi(t)=e^{-iE_0t}[\psi_0+\psi_1(t)]$. To first order in $F$,

$$i\partial_t\psi_1=(H_0-E_0)\psi_1+F\cos(\omega t)\,z\psi_0 .$$

Since $\cos\omega t=\tfrac12(e^{-i\omega t}+e^{i\omega t})$, the steady response has the form

$$\psi_1=\frac F2\left(\psi_+e^{-i\omega t}+\psi_-e^{i\omega t}\right).$$

The time derivative gives $i\partial_t e^{\mp i\omega t}=\pm\omega e^{\mp i\omega t}$. Equating the coefficients of each exponential yields

$$(H_0-E_0\mp\omega)\psi_\pm=-z\psi_0. \tag{1}$$

The operators and the source are real, so $\psi_\pm$ are real. The dipole of the electron is $-\langle z\rangle$. Its zeroth-order part vanishes by parity, and its first-order part is

$$-2\,\mathrm{Re}\langle\psi_0|z|\psi_1\rangle
=-F\cos(\omega t)\,\langle z\psi_0|\psi_++\psi_-\rangle .$$

The factor 2 from the two cross terms has cancelled the $\tfrac12$ in $\psi_1$. Therefore

$$\alpha(\omega)=-\langle z\psi_0|\psi_++\psi_-\rangle. \tag{2}$$

### (b) The static chain

The source $z\psi_0$ has $p$ symmetry, and $H_0$ preserves that symmetry. The lowest $p$ level has energy $-1/8$, so in this sector $A=H_0-E_0$ is bounded below by $-1/8+1/2=3/8$. It has an inverse $A^{-1}$ of norm $8/3$, and the power series of $(A\mp\omega)^{-1}$ converges for $|\omega|<3/8$. We may thus insert

$$\psi_\pm=\sum_{n=0}^{\infty}(\pm\omega)^n\phi_n$$

into (1). Matching powers of $\omega$ gives

$$(H_0-E_0)\phi_0=-z\psi_0,\qquad (H_0-E_0)\phi_n=\phi_{n-1}\quad(n\ge1). \tag{3}$$

Each solution becomes the source of the next equation, while the operator on the left stays the same. The usual projector that removes the occupied state has nothing to do here, because $\psi_0$ is an $s$ state and every source is a $p$ function.

In $\psi_++\psi_-$ the odd powers cancel and the even ones double. Equation (2) then gives

$$S_k=-2\langle z\psi_0|\phi_{2k}\rangle. \tag{4}$$

### (c) Polynomial solutions

Set $\phi_n=z\,g_n(r)\psi_0$. For any radial function $G(r)$, the product rule gives

$$\nabla^2(zG)=z\left(G''+\frac2rG'\right)+2\,\partial_zG
=z\left(G''+\frac4rG'\right),$$

because $\partial_zG=(z/r)G'$. With $G=g\,e^{-r}/\sqrt\pi$, the derivatives are

$$G'=(g'-g)\frac{e^{-r}}{\sqrt\pi},\qquad
G''=(g''-2g'+g)\frac{e^{-r}}{\sqrt\pi}.$$

Hence

$$(H_0-E_0)(zg\psi_0)=z\psi_0\left[-\frac12(g''-2g'+g)-\frac2r(g'-g)-\frac gr+\frac g2\right].$$

The two terms $\mp g/2$ cancel, and the terms in $g/r$ add to $(2-1)g/r$. The chain (3) becomes

$$-\frac12g_n''+\left(1-\frac2r\right)g_n'+\frac{g_n}{r}=s_n(r),\qquad s_0=-1,\quad s_n=g_{n-1}\ (n\ge1). \tag{5}$$

Acting on $r^m$, the left side gives

$$(m+1)r^{m-1}-\left[\frac{m(m-1)}2+2m\right]r^{m-2}
=(m+1)r^{m-1}-\frac{m(m+3)}2r^{m-2}.$$

Let $g=\sum_m c_mr^m$, and let $\sigma_m$ be the coefficient of $r^m$ in the source, with $\sigma_{-1}=0$. The power $r^{m-1}$ receives contributions from $c_m$ and $c_{m+1}$:

$$(m+1)c_m-\frac{(m+1)(m+4)}2c_{m+1}=\sigma_{m-1}.$$

Division by $m+1$ gives a downward recursion,

$$c_m=\frac{\sigma_{m-1}}{m+1}+\frac{m+4}{2}\,c_{m+1}. \tag{6}$$

A source of degree $d$ produces a polynomial of degree $d+1$. Multiplied by $z\psi_0$, it is normalizable, and by the invertibility of $A$ it is the unique solution.

For $n=0$ the source is $-1$. The recursion gives $c_1=-1/2$ and $c_0=2c_1=-1$, so

$$g_0=-1-\frac r2 .$$

For $n=1$ the source is $g_0$, and

$$c_2=\frac{-1/2}{3}=-\frac16,\qquad
c_1=-\frac12+\frac52\left(-\frac16\right)=-\frac{11}{12},\qquad
c_0=2c_1=-\frac{11}{6}.$$

For $n=2$ the source is $g_1$, and

$$c_3=\frac{-1/6}{4}=-\frac1{24},\qquad
c_2=-\frac{11}{36}+3\left(-\frac1{24}\right)=-\frac{31}{72},$$

$$c_1=-\frac{11}{12}+\frac52\left(-\frac{31}{72}\right)=-\frac{287}{144},\qquad
c_0=2c_1=-\frac{287}{72}.$$

The integrals needed in (4) are

$$M_p=\langle\psi_0|z^2r^p|\psi_0\rangle
=\frac1\pi\,\frac{4\pi}{3}\int_0^\infty r^{p+4}e^{-2r}dr
=\frac43\,\frac{(p+4)!}{2^{p+5}} .$$

The factor $4\pi/3$ is the angular integral of $\cos^2\theta$. The first four values are $M_0=1$, $M_1=5/2$, $M_2=15/2$ and $M_3=105/4$. The static polarizability is

$$S_0=-2\langle z\psi_0|\phi_0\rangle=2\left(M_0+\frac{M_1}2\right)=2\left(1+\frac54\right)=\frac92 .$$

The next moment is

$$S_1=2\left(\frac{287}{72}M_0+\frac{287}{144}M_1+\frac{31}{72}M_2+\frac1{24}M_3\right)$$

$$=2\,\frac{1148+1435+930+315}{288}=\frac{3828}{144}=\frac{319}{12}.$$

Consequently

$$\boxed{\alpha(\omega)=\frac92+\frac{319}{12}\,\omega^2+O(\omega^4)} \tag{7}$$

### (d) Two solves are enough

The chain gives $\phi_n=-A^{-(n+1)}z\psi_0$. Equation (4) can therefore be written

$$S_k=2\langle z\psi_0|A^{-(2k+1)}|z\psi_0\rangle. \tag{8}$$

Because $A$ is self-adjoint, its inverse powers can be shared between bra and ket. The overlap $\langle\phi_a|\phi_b\rangle$ contains $a+b+2$ of them, and its two minus signs cancel, so

$$S_k=2\langle\phi_a|\phi_b\rangle\qquad\text{for } a+b=2k-1,\quad k\ge1. \tag{9}$$

The choice $a=k-1$, $b=k$ needs the solutions $\phi_0,\ldots,\phi_k$, which is $k+1$ solves instead of the $2k+1$ required by (4). For $k=1$ the product of the two polynomials is

$$g_0g_1=\left(1+\frac r2\right)\left(\frac{11}6+\frac{11r}{12}+\frac{r^2}6\right)
=\frac{11}6+\frac{11}6r+\frac58r^2+\frac1{12}r^3 .$$

Using the same integrals,

$$S_1=2\left(\frac{11}6+\frac{55}{12}+\frac{75}{16}+\frac{35}{16}\right)
=2\,\frac{638}{48}=\frac{319}{12},$$

in agreement with the three-solve result.

### (e) Truncation error and range of validity

Expand (8) in the $p$ eigenstates of $H_0$, with excitation energies $\omega_n$ and oscillator strengths $f_n=2\omega_n|\langle n|z|\psi_0\rangle|^2$. The sum includes an integral over the continuum:

$$S_k=\sum_n\frac{f_n}{\omega_n^{2k+2}},\qquad
\alpha(\omega)=\sum_n\frac{f_n}{\omega_n^2-\omega^2}. \tag{10}$$

The second expression follows from the first by summing a geometric series for each state. All $S_k$ are positive, so below the first resonance the polarizability rises with frequency.

Since $\omega_n\ge\omega_1$, we have $S_{k+1}\le S_k/\omega_1^2$. Let $R_K$ be the part of $\alpha$ left out after $K$ terms. Keeping its first term gives a lower bound, and replacing the rest by a geometric series gives an upper bound:

$$S_K\omega^{2K}\le R_K\le\frac{S_K\omega^{2K}}{1-(\omega/\omega_1)^2}. \tag{11}$$

The $2p$ state governs the high moments because it has the smallest denominator in (10). With $\psi_{2p_z}=ze^{-r/2}/(4\sqrt{2\pi})$, its dipole matrix element is

$$\langle2p_z|z|\psi_0\rangle=\frac{1}{4\sqrt2\,\pi}\,\frac{4\pi}{3}\int_0^\infty r^4e^{-3r/2}dr
=\frac{1}{3\sqrt2}\,24\left(\frac23\right)^5=\frac{256}{243\sqrt2},$$

so $f_{2p}=\tfrac34\,(2^{15}/3^{10})=2^{13}/3^9\approx0.4162$. As $k$ grows, $S_k\omega_1^{2k+2}$ tends to $f_{2p}$. At $k=12$ the ratio of the two is 1.00265. Successive terms of the series then shrink by a factor close to $(\omega/\omega_1)^2$, and the radius of convergence is $3/8$.

**At $\omega=0.1$ hartree (2.721 eV).** The two-term formula gives

$$4.5+26.583333\times0.01=4.765833 .$$

The next moment is $S_2=297541/1728\approx172.188$. It adds $0.017219$ and brings the sum to $4.783052$. Five terms give $4.784294$.

For comparison, equations (1) were solved directly at this frequency in a basis of 40 Laguerre functions with a decay different from that of $\psi_0$. The result is $4.784300$. A real-time propagation under a weak, smoothly switched field gives $4.7843$, which tests the signs and factors of two in (2) without using the Sternheimer equations.

The two-term remainder is $4.784300-4.765833=0.018467$. It lies between the bounds $0.017219$ and $0.018537$ from (11), and amounts to about 0.4% of $\alpha(0.1)$. Using the static value alone would leave an error of about 6%. In volume units the polarizability rises from about 0.67 to about 0.71 cubic angstrom between zero frequency and $\omega=0.1$.

**At $\omega=0.3$ hartree.** Two terms give $6.8925$, whereas the direct solution gives $10.5639$, so about 35% of the response is missing. Five terms give $9.6599$, still about 9% low. Thirteen terms give $10.5390$, about 0.2% low. The slow progress follows from the limiting ratio of successive terms, $(0.3/0.375)^2=0.64$, compared with $0.071$ at $\omega=0.1$. Equation (7) is thus a low-frequency formula, and near the resonance the plain power series is a poor tool. One can solve (1) directly, or keep the $2p$ term $f_{2p}/(\omega_1^2-\omega^2)$ of (10) exactly and expand only the rest, whose moments are $S_k-f_{2p}/\omega_1^{2k+2}$. At $\omega=0.3$ this gives $10.26$ with two terms and $10.54$ with five.

**Imaginary frequency.** Replacing $\omega$ by $iw$, with $w$ real, turns (10) into

$$\alpha(iw)=\sum_n\frac{f_n}{\omega_n^2+w^2}=\frac92-\frac{319}{12}w^2+\cdots .$$

This function is positive, decreases with $|w|$ and has no resonance on the imaginary axis. Its power series nevertheless fails for $|w|\ge3/8$: at $|w|=3/8$ the terms tend in magnitude to $f_{2p}/\omega_1^2$ rather than to zero, and for larger $|w|$ they eventually grow without bound, even if the first few decrease. The poles at $\omega=\pm3/8$ limit the series in every direction of the complex plane, even where the response itself is smooth.

The moments, the comparison values and the bounds at $\omega=0.1$ are listed in the numerical output.

## Values computed for the example and the checks

```
g_0 coefficients, rising powers of r (a.u.): -1, -1/2
g_1 coefficients, rising powers of r (a.u.): -11/6, -11/12, -1/6
g_2 coefficients, rising powers of r (a.u.): -287/72, -287/144, -31/72, -1/24
<z^2 r^0> in psi0 = 1 a.u.
<z^2 r^1> in psi0 = 5/2 a.u.
<z^2 r^2> in psi0 = 15/2 a.u.
<z^2 r^3> in psi0 = 105/4 a.u.
S_0 = 9/2 = 4.500000 a.u.
S_1 = 319/12 = 26.583333 a.u.
S_2 = 297541/1728 = 172.188079 a.u.
S_3 = 289165453/248832 = 1162.091102 a.u.
S_4 = 7175468425141/895795200 = 8010.166191 a.u.
S_0 from sum over basis states = 4.500000 a.u.
S_1 from sum over basis states = 26.583333 a.u.
S_2 from sum over basis states = 172.188079 a.u.
largest 3D equation residual = 1.8e-15 a.u.
lowest p excitation from basis = 0.375000 hartree
2p oscillator strength from basis = 0.416197 (no unit)
S_12 omega_1^26 / f_2p = 1.00265 (no unit)
example frequency = 0.1 hartree = 2.7211 eV
alpha(0.1), 1 terms = 4.500000 a.u.
alpha(0.1), 2 terms = 4.765833 a.u.
alpha(0.1), 3 terms = 4.783052 a.u.
alpha(0.1), 4 terms = 4.784214 a.u.
alpha(0.1), 5 terms = 4.784294 a.u.
alpha(0.1), finite-frequency solve = 4.784300 a.u.
alpha(0.1), real-time propagation = 4.7843 a.u.
two-term remainder at 0.1 = 0.018467 a.u.
its lower bound = 0.017219 a.u.
its upper bound = 0.018537 a.u.
alpha(0.3), 2 terms = 6.8925 a.u.
alpha(0.3), 5 terms = 9.6599 a.u.
alpha(0.3), 13 terms = 10.5390 a.u.
alpha(0.3), finite-frequency solve = 10.5639 a.u.
alpha(0) = 0.66683 cubic angstrom
alpha(0.1) = 0.70896 cubic angstrom
```
